# A positive isotropic part does not guarantee a physical two-term distribution

An electron distribution of the form $F=f_0+f_1\mu$, where $\mu$ is the cosine of the angle from the drift direction, can have $f_0>0$ at every energy and still assign negative probability to some directions. This happens wherever $|f_1|>f_0$. In the model discharge below, $f_1/f_0=1.136$ at an electron energy of 15 eV. The two-term form then gives negative probability to all directions within $28.3^\circ$ of the backward direction, although $f_0$ is positive.

## The counter-example

**The model.** Electrons move through a uniform gas of number density $N$ in a steady uniform field. The force on an electron has magnitude $eE$ and points along the drift direction, $\mu=1$. Elastic collisions are isotropic, with cross-section $\sigma_{\rm el}$. Above a threshold $U$ there are also inelastic collisions, with constant cross-section $\sigma_{\rm in}$, which remove the energy $U$.

Let $F(\varepsilon,\mu)$ be the density in velocity space at kinetic energy $\varepsilon=mv^2/2$. With $v_z=v\mu$, differentiation at fixed perpendicular velocity gives $\partial v/\partial v_z=\mu$ and $\partial\mu/\partial v_z=(1-\mu^2)/v$. The steady balance for $\varepsilon>U$ is therefore

$$\frac{eE}{m}\left[\mu\frac{\partial F}{\partial v}+\frac{1-\mu^2}{v}\frac{\partial F}{\partial\mu}\right]=-N(\sigma_{\rm el}+\sigma_{\rm in})vF+N\sigma_{\rm el}vf_0 .$$

The last term returns elastically scattered electrons uniformly over direction, where $f_0=\frac12\int_{-1}^1F\,d\mu$. Elastic recoil is neglected, as are electrons arriving from the energy $\varepsilon+U$ after an inelastic collision.

Define $\sigma_t=\sigma_{\rm el}+\sigma_{\rm in}$, $q=\sigma_{\rm in}/\sigma_t$, $c=1-q$ and $L=eE/(N\sigma_t)$. Thus $L$ is the energy gained over one mean free path along the field. Using $\partial_v=mv\,\partial_\varepsilon$ and $mv^2=2\varepsilon$, and dividing by $N\sigma_tv$, we obtain

$$L\left[\mu\frac{\partial F}{\partial\varepsilon}+\frac{1-\mu^2}{2\varepsilon}\frac{\partial F}{\partial\mu}\right]+F-cf_0=0. \tag{1}$$

**Two terms.** Insert $F=f_0+f_1\mu$, with a prime for $d/d\varepsilon$:

$$L\left[\mu f_0'+\mu^2f_1'+\frac{1-\mu^2}{2\varepsilon}f_1\right]+qf_0+\mu f_1=0. \tag{2}$$

This cannot hold for every $\mu$, so the two-term method imposes only its first two angular moments. Averaging over $\mu$ uses $\langle\mu\rangle=0$, $\langle\mu^2\rangle=1/3$ and $\langle1-\mu^2\rangle=2/3$, where the averages are taken with uniform weight $\frac12d\mu$:

$$\frac L3\left(f_1'+\frac{f_1}{\varepsilon}\right)+qf_0=0. \tag{3}$$

Multiplying (2) by $\mu$ before averaging removes the terms odd in $\mu$ and leaves $Lf_0'/3+f_1/3=0$, or

$$f_1=-Lf_0'. \tag{4}$$

Put (4) into (3) and multiply by $-3/L^2$:

$$f_0''+\frac{f_0'}{\varepsilon}=\kappa^2f_0,\qquad \kappa=\frac{\sqrt{3q}}L .$$

In the variable $x=\kappa\varepsilon$ this is the modified Bessel equation of order zero. The solution that decays at high energy is $f_0\propto K_0(\kappa\varepsilon)$, which is positive everywhere. Since $K_0'(x)=-K_1(x)$, equation (4) gives

$$r\equiv\frac{f_1}{f_0}=\sqrt{3q}\,\frac{K_1(\kappa\varepsilon)}{K_0(\kappa\varepsilon)}. \tag{5}$$

From $K_n(x)=\int_0^\infty e^{-x\cosh t}\cosh(nt)\,dt$ and $\cosh t\ge1$ it follows that $K_1>K_0$. Hence $r>\sqrt{3q}$, and $q\ge1/3$ is sufficient for $r>1$ throughout this tail. At high energy $K_1/K_0\to1$ and $r\to\sqrt{3q}$. For $q=0.1$, by contrast, that limit is 0.55, and the two-term form is nonnegative at sufficiently high energy.

Equation (4) also relates $r$ to the slope of $f_0$ within the two-term solution. With the local tail temperature, in energy units, defined by $T_{\rm loc}=-f_0/f_0'$, we have $r=L/T_{\rm loc}$. In this solution, negative probabilities appear when the energy $L$ gained over one mean free path along the field exceeds $T_{\rm loc}$. A weaker field need not cure this. With the cross-sections fixed, lowering $E$ lowers both $L$ and $T_{\rm loc}$, and their ratio tends to $\sqrt{3q}$. The argument ends when the field is so weak that recoil and gas temperature matter.

**Numbers.** Take a pressure of 1 Torr, a gas temperature of 400 K and a field of 30 V/cm. The cross-sections are $\sigma_{\rm el}=6\times10^{-20}$ m² and $\sigma_{\rm in}=4\times10^{-20}$ m², with $U=12$ eV. Then

- $N=p/(k_BT)=2.414\times10^{22}$ m⁻³, and the mean free path is $1/(N\sigma_t)=0.0414$ cm.
- $L=1.243$ eV, $q=4/10=0.4$ and $\kappa=\sqrt{1.2}/1.243=0.88$ eV⁻¹.
- At 15 eV, equation (5) gives $r=1.136$, so $T_{\rm loc}=1.243/1.136=1.094$ eV.

The normalized probability density at fixed energy is $P(\mu)=F/(2f_0)=(1+r\mu)/2$. In the backward direction it is $P(-1)=(1-1.136)/2=-0.068$. The probability assigned to the finite cone $-1\le\mu\le-0.9$ is

$$\frac12\int_{-1}^{-0.9}(1+r\mu)\,d\mu=\frac12\left[0.1+\frac r2(0.81-1)\right]=0.05-0.0475\,r=-0.0040 .$$

A negative share of electrons is impossible. The ratio stays above one at higher energies, with $r=1.126$ at 20 eV and 1.116 at 30 eV.

## The correct statement and its proof

**Statement.** Let $f_0>0$. The two-term form $f_0+f_1\mu$ is nonnegative in every direction if and only if $|f_1|\le f_0$.

**Proof.** The form is linear in $\mu$, so its minimum on $[-1,1]$ lies at an end point and equals $f_0-|f_1|$. This is nonnegative precisely when $|f_1|\le f_0$. ∎

At equality the density vanishes in one direction. For $r>1$ it is negative for $\mu<-1/r$, a cone of half-angle $\arccos(1/r)$ about the backward direction. Since equal intervals of $\mu$ cover equal solid angles, the cone fills the fraction $(1-1/r)/2$ of all directions. Its integrated probability is

$$\frac12\int_{-1}^{-1/r}(1+r\mu)\,d\mu=\left[\frac{(1+r\mu)^2}{4r}\right]_{-1}^{-1/r}=-\frac{(r-1)^2}{4r}.$$

For $r<-1$ the same results hold with $r$ replaced by $|r|$ and the cone turned forward. In the example the cone begins at $\mu=-0.880$, fills 6.0% of all directions and carries probability $-0.0041$.

The condition $f_0>0$ cannot detect this, because $\frac12\int_{-1}^1(f_0+f_1\mu)\,d\mu=f_0$ whatever the value of $f_1$. The energy distribution, proportional to $\sqrt\varepsilon f_0$, contains only this directional average. Positivity must be examined energy by energy, using both amplitudes.

## What a ratio above one says about the true distribution

A ratio $r>1$ does not make the true distribution negative. For any distribution, the first two Legendre amplitudes are $f_0=\frac12\int F\,d\mu$ and $f_1=\frac32\int\mu F\,d\mu$, so $r=3\langle\mu\rangle_F$, where the average is now weighted by $F$. If $F\ge0$, then $|\langle\mu\rangle_F|\le1$ and $|r|\le3$. Values between 1 and 3 are therefore open to a nonnegative distribution, whose higher harmonics supply what the first two terms lack.

The high-energy tail of the same model shows this explicitly. Try $F=e^{-s\varepsilon/L}g(\mu)$ in (1), with $\frac12\int g\,d\mu=1$, and drop the term in $1/\varepsilon$. Then $-s\mu g+g-c=0$, so

$$g(\mu)=\frac{c}{1-s\mu},\qquad 1=\frac12\int_{-1}^1\frac{c\,d\mu}{1-s\mu}=\frac{c\,\operatorname{artanh}s}{s}. \tag{6}$$

The function $\operatorname{artanh}(s)/s$ rises from 1 to infinity as $s$ goes from 0 to 1. For $0<c<1$ there is thus one root in this interval, and $g$ is positive in every direction. Averaging $-s\mu g+g-c=0$ gives $s\langle\mu\rangle_F=q$, hence $r=3q/s$. For $q=0.4$ the root is $s=0.907$, so $r=1.32$, while $P(-1)=g(-1)/2=0.157$ is positive.

For small $q$, the expansion $\operatorname{artanh}(s)/s\simeq1+s^2/3$ turns (6) into $s^2\simeq3q$, and $r\simeq\sqrt{3q}$, in agreement with the two-term tail. The truncation is sound in that limit. At $q=0.4$ it replaces $s=0.907$ by $\sqrt{3q}=1.095$, which lies outside the range allowed by (6). The relation $r=L/T_{\rm loc}$ also fails here: the untruncated tail falls as $e^{-s\varepsilon/L}$, so $L/T_{\rm loc}=s=0.907$, although $r=1.32$.

At 15 eV, only $3/1.243=2.4$ field-energy steps $L$ above threshold, the asymptotic form need not be accurate. A Monte Carlo simulation therefore followed 40,000 electrons through the whole model, including energies below threshold, where collisions are elastic only. Electrons that lost 12 eV were re-emitted isotropically. Between 14.5 and 15.5 eV the results were:

- $f_1/f_0=1.347$, with a sampling error of about 0.004 if all samples are treated as independent. Repeated samples of the same electron make the true error larger, by about 20% here and 15% in the share below.
- $f_2/f_0=5\langle(3\mu^2-1)/2\rangle_F=1.12$ for the second harmonic, uncertain by about 0.02.
- A share $0.0160\pm0.0003$ of the electrons in $-1\le\mu\le-0.9$.

Putting the simulated $f_1/f_0$ into the two-term form gives $0.05-0.0475\times1.347=-0.014$ for that share. The better first amplitude makes the reconstruction more negative, since this share falls as $r$ grows. The missing second harmonic is not small: its amplitude exceeds $f_0$. Adding it contributes

$$\frac{1.12}{2}\int_{-1}^{-0.9}\frac{3\mu^2-1}{2}\,d\mu=\frac{1.12}{2}\left[\frac{\mu^3-\mu}{2}\right]_{-1}^{-0.9}=0.048 ,$$

and the share becomes 0.034. This is positive but about twice the simulated value. A nonnegative result is thus no proof of accuracy, and $|f_1|\le f_0$ should be read in the same way.

In the simulation the mean energy of all electrons is 5.2 eV, and 2.6% of them lie above threshold. That small group causes all the inelastic collisions in the model.

## The model beside a real discharge

The pressure and temperature are rough values for a low-pressure dc glow discharge. The field is chosen for the example: in a noble gas, which like the model has no inelastic losses below about 12 eV, a positive column at this pressure in a tube a few centimetres wide runs at a much weaker field. The three values give a reduced field $E/N=124$ Td. In a real positive column the reduced field depends on the gas, the pressure and the tube radius. One unrealistic assumption is the sudden onset of inelastic collisions at full strength, since real excitation and ionization cross-sections usually rise over a finite energy range above threshold.

To size this effect, let $\sigma_{\rm in}$ rise linearly from zero at 12 eV to its full value at 24 eV, with all other inputs fixed. Equations (3) and (4) still hold with energy-dependent $q$ and $L$, and give

$$r'=\frac{f_1'}{f_0}-r\frac{f_0'}{f_0}=-\frac{3q}{L}-\frac r\varepsilon+\frac{r^2}{L}.$$

Numerical integration inward from 80 eV, starting from $r=\sqrt{3q}$, gives $r=0.79$ at 15 eV and $r=1$ at 19.4 eV. The negative cone at 15 eV therefore depends on how quickly the inelastic cross-section rises. With this gradual onset the fault first appears more than 7 eV above threshold. The size of $q$ matters as much as its onset, and the model's value is large. In argon the inelastic share of the momentum-transfer cross-section is only about 0.02 at 15 eV and passes $1/3$ between 24 and 30 eV. With approximate argon cross-sections at the same reduced field, these equations give $r\approx0.4$ at 15 eV and $r=1$ only near 26 eV. The negative cone at 15 eV is thus a property of the model gas, not of argon. A rise completed by 15 eV would leave $r=1.136$ there, because the decaying solution at a given energy depends only on the cross-sections at higher energies.

Forward elastic scattering acts the other way. If the mean scattering cosine is 0.3, elastic collisions remove forward momentum with cross-section $0.7\,\sigma_{\rm el}$. Equation (3), multiplied by $\sigma_t$, contains only $\sigma_{\rm in}$ and is unchanged, while in (4) the cross-section $\sigma_t$ inside $L$ is replaced by $0.7\,\sigma_{\rm el}+\sigma_{\rm in}$. The high-energy limit of $r$ therefore becomes $\sqrt{3\sigma_{\rm in}/(0.7\,\sigma_{\rm el}+\sigma_{\rm in})}=\sqrt{3\times4/(4.2+4)}=1.21$ instead of 1.10.

Spatial uniformity is also an approximation. An electron needs $12/30=0.40$ cm along the field to gain 12 eV, which is 13% of an assumed tube radius of 3 cm. In the cathode fall the field varies strongly over short distances, and this uniform-field model does not apply there. Low-energy molecular losses and the new electrons from ionization are left out as well, and their effect on these numbers has not been calculated.
